# A j = 3/2 multiplet in the double group of C3v: test program

```python
"""Double group of C3v acting on a j = 3/2 multiplet.
Result under test: j = 3/2 reduces to E1/2 + 1E3/2 + 2E3/2; the last two are
complex, one-dimensional, and degenerate only if time reversal T is a symmetry.
c: rotation by 120 degrees about z; s: mirror in the xz plane;
Ebar: rotation by 360 degrees; J: angular momentum in units of hbar;
p: parity of the multiplet; kappa: Dirac angular quantum number;
D, b: strengths of the T-even and T-odd C3v-invariant terms.
"""
import numpy as np
from math import factorial
from scipy.linalg import expm, block_diag
from scipy.special import lpmv


def angular_momentum(j):
    m = j - np.arange(int(2 * j + 1))
    jp = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1).astype(complex)
    jm = jp.conj().T
    return (jp + jm) / 2, (jp - jm) / 2j, np.diag(m).astype(complex), jp


def generators(j, p):
    jx, jy, jz, jp = angular_momentum(j)
    return expm(-2j * np.pi / 3 * jz), p * expm(-1j * np.pi * jy)


words = [(k, e) for e in (0, 1) for k in range(6)]     # element c^k s^e


def represent(c, s):
    power = np.linalg.matrix_power
    return np.array([power(c, k) @ power(s, e) for k, e in words])


# Group table and classes from the spin-1/2 matrices
spin = represent(*generators(0.5, 1))


def find(matrix):
    hits = [i for i, g in enumerate(spin) if np.allclose(g, matrix, atol=1e-10)]
    assert len(hits) == 1          # closed set of distinct elements
    return hits[0]


table = np.array([[find(a @ b) for b in spin] for a in spin])
inverse = [int(np.where(row == 0)[0][0]) for row in table]
classes = {frozenset(int(table[table[h, g], inverse[h]]) for h in range(12))
           for g in range(12)}
assert len(classes) == 6
mirror, ebar = words.index((0, 1)), words.index((3, 0))
mirror_class = next(x for x in classes if mirror in x)
assert len(mirror_class) == 3 and inverse[mirror] not in mirror_class
assert table[mirror, mirror] == ebar and table[ebar, mirror] == inverse[mirror]


def is_representation(rep):
    return all(np.allclose(rep[a] @ rep[b], rep[table[a, b]], atol=1e-10)
               for a in range(12) for b in range(12))


# Exhaustive search for one-dimensional representations
one_dim = []
for a in range(12):
    for b in range(12):
        c1 = np.array([[np.exp(2j * np.pi * a / 12)]])
        s1 = np.array([[np.exp(2j * np.pi * b / 12)]])
        rep = represent(c1, s1)
        if is_representation(rep):
            one_dim.append(rep[:, 0, 0])
assert len(one_dim) == 4


def pick(chi_c, chi_s):
    found = [x for x in one_dim
             if abs(x[1] - chi_c) + abs(x[mirror] - chi_s) < 1e-9]
    assert len(found) == 1
    return found[0]


w = np.exp(2j * np.pi / 3)
rep_e = represent(np.diag([w, w.conj()]), np.array([[0, 1], [1, 0]], complex))
assert is_representation(rep_e)
trace = lambda rep: np.trace(rep, axis1=1, axis2=2)
irreps = {"A1": pick(1, 1), "A2": pick(1, -1), "E": trace(rep_e),
          "E1/2": trace(spin), "1E3/2": pick(-1, 1j), "2E3/2": pick(-1, -1j)}
chars = np.array(list(irreps.values()))
assert np.allclose(chars.conj() @ chars.T / 12, np.eye(6), atol=1e-10)
assert abs(sum(abs(chars[:, 0]) ** 2) - 12) < 1e-10
squares = [table[g, g] for g in range(12)]
schur = {n: np.mean(x[squares]).real for n, x in irreps.items()}
assert np.allclose([schur[n] for n in ("E1/2", "1E3/2", "2E3/2")], [-1, 0, 0])


# Explicit four-component spinors: action of c, mirror and T from definition
def harmonic(l, m, r):
    if abs(m) > l:
        return 0.0
    if m < 0:
        return (-1) ** m * np.conj(harmonic(l, -m, r))
    norm = np.sqrt((2 * l + 1) / (4 * np.pi) * factorial(l - m) / factorial(l + m))
    phi = np.arctan2(r[1], r[0])
    return norm * lpmv(m, l, r[2] / np.linalg.norm(r)) * np.exp(1j * m * phi)


def spin_angular(kappa, m, r):
    l = kappa if kappa > 0 else -kappa - 1
    plus = np.sqrt((l + m + 0.5) / (2 * l + 1))
    minus = np.sqrt((l - m + 0.5) / (2 * l + 1))
    up, down = (-minus, plus) if kappa > 0 else (plus, minus)
    return np.array([up * harmonic(l, round(m - 0.5), r),
                     down * harmonic(l, round(m + 0.5), r)])


def dirac_spinors(kappa, r):
    j, d = abs(kappa) - 0.5, np.linalg.norm(r)
    large, small = np.exp(-d), 0.3j * d * np.exp(-d)   # arbitrary radial parts
    return np.array([np.concatenate([large * spin_angular(kappa, j - i, r),
                                     small * spin_angular(-kappa, j - i, r)])
                     for i in range(int(2 * j + 1))]).T


rng = np.random.default_rng(7)
spin_c, spin_s = generators(0.5, 1)
sigma_y = np.array([[0, -1j], [1j, 0]])
half = np.sqrt(3) / 2
rotation = np.array([[-0.5, -half, 0], [half, -0.5, 0], [0, 0, 1]])
reflection = np.diag([1.0, -1.0, 1.0])
spinor_error = 0.0
for kappa in (-2, 2, -3):                              # p3/2, d3/2, d5/2
    l = kappa if kappa > 0 else -kappa - 1
    dc, ds = generators(abs(kappa) - 0.5, (-1) ** l)
    for r in rng.normal(size=(6, 3)):
        here = dirac_spinors(kappa, r)
        turned = np.kron(np.eye(2), spin_c) @ dirac_spinors(kappa, rotation.T @ r)
        mirrored = (np.kron(np.diag([1, -1]), spin_s)
                    @ dirac_spinors(kappa, reflection @ r))
        reversed_ = np.kron(np.eye(2), -1j * sigma_y) @ here.conj()
        for actual, matrix in ((turned, dc), (mirrored, ds), (reversed_, ds)):
            spinor_error = max(spinor_error, abs(actual - here @ matrix).max())
assert spinor_error < 1e-10

# Reduction of j = 3/2 for both parities, basis vectors and action of T
for p in (1, -1):
    c4, s4 = generators(1.5, p)
    rep4 = represent(c4, s4)
    assert is_representation(rep4)
    mult = {n: np.vdot(x, trace(rep4)) / 12 for n, x in irreps.items()}
    assert np.allclose(list(mult.values()), [0, 0, 0, 1, 1, 1], atol=1e-10)
    vectors = {q: np.array([1, 0, 0, -1j * q]) / np.sqrt(2) for q in (1, -1)}
    for q, v in vectors.items():
        chi = irreps["1E3/2" if p * q == 1 else "2E3/2"]
        projector = np.einsum("g,gab->ab", chi.conj(), rep4) / 12
        assert np.allclose(projector, np.outer(v, v.conj()), atol=1e-10)
        partner = s4 @ v.conj()                        # T v
        assert abs(abs(np.vdot(vectors[-q], partner)) - 1) < 1e-10
    projector = 2 * np.einsum("g,gab->ab", irreps["E1/2"].conj(), rep4) / 12
    assert np.allclose(projector, np.diag([0, 1, 1, 0]), atol=1e-10)
# From here on rep4, s4 and p belong to p3/2, parity -1


def group_average(h, rep):
    return np.mean([g @ h @ g.conj().T for g in rep], axis=0)


def time_reverse(h, t):
    return t @ h.conj() @ t.conj().T


# All Hermitian invariants inside j = 3/2
basis = []
for a in range(4):
    for b in range(a, 4):
        unit = np.zeros((4, 4), complex)
        unit[a, b] = 1
        basis.append(unit + unit.conj().T)
        if a != b:
            basis.append(1j * (unit - unit.conj().T))


def real_rank(matrices):
    rows = [np.concatenate([x.real.ravel(), x.imag.ravel()]) for x in matrices]
    return int(np.linalg.matrix_rank(np.array(rows), tol=1e-9))


invariants = [group_average(x, rep4) for x in basis]
n_all = real_rank(invariants)
n_even = real_rank([x + time_reverse(x, s4) for x in invariants])
assert (n_all, n_even) == (3, 2)
jx, jy, jz, jp = angular_momentum(1.5)
jm = jp.conj().T
octupole = (jp @ jp @ jp - jm @ jm @ jm) / 6j
axial = jz @ jz - 1.25 * np.eye(4)
assert real_rank(invariants + [np.eye(4), axial, octupole]) == 3
assert real_rank([np.eye(4), axial, octupole]) == 3
assert np.allclose(time_reverse(octupole, s4), -octupole, atol=1e-10)
assert np.allclose(time_reverse(axial, s4), axial, atol=1e-10)
for component in (jx, jy, jz):
    assert np.allclose(group_average(component, rep4), 0, atol=1e-10)


# Random Hamiltonian mixing p3/2, d3/2 and d5/2
def degeneracies(h):
    energy = np.linalg.eigvalsh(h)
    cuts = np.where(np.diff(energy) > 1e-8)[0] + 1
    return [len(x) for x in np.split(energy, cuts)]


blocks = [generators(1.5, -1), generators(1.5, 1), generators(2.5, 1)]
big_c = block_diag(*[x[0] for x in blocks])
big_s = block_diag(*[x[1] for x in blocks])
big = represent(big_c, big_s)
raw = rng.normal(size=(14, 14)) + 1j * rng.normal(size=(14, 14))
h_space = group_average(raw + raw.conj().T, big)
h_both = (h_space + time_reverse(h_space, big_s)) / 2
deg_space, deg_both = degeneracies(h_space), degeneracies(h_both)
assert sorted(deg_space) == [1] * 6 + [2] * 4
assert deg_both == [2] * 7

# Worked example: p3/2 multiplet with round model parameters
D, b = 10.0, 2.0                                       # meV
level_even = np.linalg.eigvalsh(D * axial)
level_odd, states = np.linalg.eigh(D * axial + b * octupole)
assert np.allclose(level_even, [-D, -D, D, D], atol=1e-9)
assert np.allclose(level_odd, [-D, -D, D - b, D + b], atol=1e-9)
mirror_values = [np.vdot(states[:, i], s4 @ states[:, i]) for i in (2, 3)]
assert np.allclose(mirror_values, [-1j, 1j], atol=1e-9)


def show(z):
    re, im = round(z.real) + 0, round(z.imag) + 0
    assert abs(z - (re + 1j * im)) < 1e-9
    return str(re) if im == 0 else ("+i" if im > 0 else "-i")


print("group order:", len(spin), " number of classes:", len(classes))
print("class sizes:", sorted(len(x) for x in classes))
columns = [(0, 0), (3, 0), (1, 0), (4, 0), (0, 1), (3, 1)]
sizes = [next(len(x) for x in classes if words.index(q) in x) for q in columns]
print("characters, columns: E, Ebar, C3, Ebar C3, mirror, Ebar mirror")
print("elements in class:", sizes)
for name, x in irreps.items():
    row = "".join(f"{show(x[words.index(q)]):>5}" for q in columns)
    print(f"{name:>6}{row}   Frobenius-Schur {show(schur[name] + 0j)}")
chi4 = trace(rep4)
print("j=3/2 characters, same columns:",
      [show(chi4[words.index(q)]) for q in columns])
print("multiplicities in j=3/2:", {n: round(x.real) for n, x in mult.items()})
print(f"largest error of four-component spinor action: {spinor_error:.1e}")
print("independent C3v invariants in j=3/2:", n_all, " T-even ones:", n_even)
print("random 14-state H, C3v only: doublets", deg_space.count(2),
      " singlets", deg_space.count(1))
print("random 14-state H, C3v and T: doublets", deg_both.count(2),
      " singlets", deg_both.count(1))
print(f"model parameters: D = {D:.1f} meV, b = {b:.1f} meV, parity p = {p}")
print("levels with b = 0 (meV):", " ".join(f"{x:.3f}" for x in level_even))
print("levels with b on (meV):", " ".join(f"{x:.3f}" for x in level_odd))
for i, value in zip((2, 3), mirror_values):
    print(f"level {level_odd[i]:.3f} meV has mirror eigenvalue {show(value)}")
print(f"splitting of the 3/2 pair: {level_odd[3] - level_odd[2]:.3f} meV")
print(f"splitting of E1/2: {abs(level_odd[1] - level_odd[0]):.3f} meV")
print("all assertions hold")
```

It prints:

```
group order: 12  number of classes: 6
class sizes: [1, 1, 2, 2, 3, 3]
characters, columns: E, Ebar, C3, Ebar C3, mirror, Ebar mirror
elements in class: [1, 1, 2, 2, 3, 3]
    A1    1    1    1    1    1    1   Frobenius-Schur 1
    A2    1    1    1    1   -1   -1   Frobenius-Schur 1
     E    2    2   -1   -1    0    0   Frobenius-Schur 1
  E1/2    2   -2    1   -1    0    0   Frobenius-Schur -1
 1E3/2    1   -1   -1    1   +i   -i   Frobenius-Schur 0
 2E3/2    1   -1   -1    1   -i   +i   Frobenius-Schur 0
j=3/2 characters, same columns: ['4', '-4', '-1', '1', '0', '0']
multiplicities in j=3/2: {'A1': 0, 'A2': 0, 'E': 0, 'E1/2': 1, '1E3/2': 1, '2E3/2': 1}
largest error of four-component spinor action: 2.2e-16
independent C3v invariants in j=3/2: 3  T-even ones: 2
random 14-state H, C3v only: doublets 4  singlets 6
random 14-state H, C3v and T: doublets 7  singlets 0
model parameters: D = 10.0 meV, b = 2.0 meV, parity p = -1
levels with b = 0 (meV): -10.000 -10.000 10.000 10.000
levels with b on (meV): -10.000 -10.000 8.000 12.000
level 8.000 meV has mirror eigenvalue -i
level 12.000 meV has mirror eigenvalue +i
splitting of the 3/2 pair: 4.000 meV
splitting of E1/2: 0.000 meV
all assertions hold
```
